\section*{Damping-like spin-orbit torque pushes Néel walls, not Bloch walls}

In a model platinum/cobalt racetrack carrying $30\ \mathrm{MA/cm^2}$, a simulated domain wall travels at $116\ \mathrm{m/s}$. Remove the interfacial Dzyaloshinskii--Moriya interaction (DMI), keep every other parameter and the current, and start with the wall magnetization along the spin polarization. The speed is now $0.00\ \mathrm{m/s}$. The damping-like torque has the same strength in both cases, equivalent to a field of $12.34\ \mathrm{mT}$, and the simulation contains no pinning.

\section{The belief and its appeal}

The belief is that a damping-like spin-orbit torque drives domain walls as such: a spin current enters the magnet, the wall absorbs angular momentum, and so the wall moves. Much of this is sound. The torque acts wherever the magnetization is neither parallel nor antiparallel to the spin polarization, and it does drive walls at high speed. What is missing is a condition on the wall. The torque pushes a wall only if its equivalent field does net work when the wall shifts, and a strong torque may do none.

Let the track run along $x$, with its easy axis along $z$. The unit magnetization is
\[
\mathbf m=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta),
\]
where $\theta(x)$ runs between $0$ and $\pi$ and $\phi$ is uniform through the wall. A Néel wall has $\phi=0$ or $180^\circ$; a Bloch wall has $\phi=\pm90^\circ$. Let $Q=+1$ denote an up-to-down wall, read along $+x$, and $Q=-1$ a down-to-up wall.

With spin polarization $\mathbf s$, the damping-like torque is
\[
\dot{\mathbf m}\big|_{D}=-\gamma b\,\mathbf m\times(\mathbf m\times\mathbf s),\qquad \gamma>0.
\]
For $b>0$ it turns $\mathbf m$ towards $\mathbf s$. Comparison with $-\gamma\mathbf m\times\mathbf B$ shows that it acts like the field $\mathbf B_D=b\,\mathbf m\times\mathbf s$. For transverse polarization, $\mathbf s=\hat{\mathbf y}$,
\[
\mathbf B_D=b(-m_z,\,0,\,m_x).
\]
When a wall with uniform $\phi$ shifts, its spins turn in the plane containing $z$ and the in-plane direction $\phi$, so only field components in that plane can do work. In a Bloch wall this is the $yz$ plane. There $m_x=0$, and $\mathbf B_D$ points along $x$, perpendicular to that plane, so it does no work.

The strength $b$ follows from angular-momentum balance. The spin current delivers $\hbar\theta_{SH}j/2e$ per unit area and time, where $\theta_{SH}$ is the spin Hall angle. If a film of thickness $t$ absorbs all its transverse part, the film's angular-momentum density $M_s/\gamma$ turns at the rate $\gamma b$, so the balance is $M_sbt=\hbar\theta_{SH}j/2e$:
\[
b=\frac{\hbar\theta_{SH}j}{2eM_st}.
\]
With $\theta_{SH}=0.10$, $M_s=0.80\ \mathrm{MA/m}$, $t=1.0\ \mathrm{nm}$ and the stated current, $b=12.34\ \mathrm{mT}$.

\section{The force on the wall}

Let the wall position be $q$. Moving the wall by $dq$ changes $\mathbf m$ by $(\partial\mathbf m/\partial q)\,dq$, and the work done by $\mathbf B_D$ defines a pressure
\[
P=M_s\int\mathbf B_D\cdot\frac{\partial\mathbf m}{\partial q}\,dx .
\]
Since $\mathbf m$ depends on $x-q$, $\partial\mathbf m/\partial q=-\theta'\mathbf e_\theta$, with $\theta'=d\theta/dx$. The triple product gives
\[
(\mathbf m\times\mathbf s)\cdot\mathbf e_\theta
=\mathbf s\cdot(\mathbf e_\theta\times\mathbf m)
=-\mathbf s\cdot\mathbf e_\phi ,
\]
because $\mathbf m=\mathbf e_r$ and $\mathbf e_\theta\times\mathbf e_r=-\mathbf e_\phi$. The two minus signs cancel. With $\mathbf e_\phi=(-\sin\phi,\cos\phi,0)$ and $\int\theta'dx=Q\pi$,
\begin{equation}
P=M_sb\int\theta'\,\mathbf s\cdot\mathbf e_\phi\,dx
=\pi QM_sb\cos\phi\qquad(\mathbf s=\hat{\mathbf y}).
\label{pressure}
\end{equation}
The shape of $\theta(x)$ has dropped out; only the total turn $\pi$ and the uniform $\phi$ matter.

The largest pressure is $\pi(0.80\times10^6)(12.34\times10^{-3})=31.0\times10^3\ \mathrm{Pa}$. On a wall $1.0\ \mathrm{nm}$ high and $100\ \mathrm{nm}$ long this is $3.10\ \mathrm{pN}$. At $\phi=60^\circ$ it is $1.55\ \mathrm{pN}$, and at $90^\circ$ it is zero.

An easy-axis field $B_z$ gives $P=2QM_sB_z$, since $m_z$ changes by 2 across the wall. The torque is thus equivalent to a field $(\pi/2)b\cos\phi$, at most $19.39\ \mathrm{mT}$ here. This can be tested by balance: an up-to-down wall with $\phi=180^\circ$ should be held by $B_z=+19.39\ \mathrm{mT}$. In the simulation its speed then falls to $0.01\ \mathrm{m/s}$ in magnitude.

The condition on $\mathbf s$ is essential. For $\mathbf s=\hat{\mathbf x}$, $\mathbf s\cdot\mathbf e_\phi=-\sin\phi$, and the roles are exchanged: the Bloch wall at $\phi=90^\circ$ receives the full $31.0\ \mathrm{kPa}$, towards $-x$ for $Q=+1$.

\section{Why the Bloch wall stays at rest}

Equation~(\ref{pressure}) assumes untilted domains, yet $\mathbf B_D$ tilts them. Its $x$ component, $-bm_z$, works against the anisotropy field $B_K=2K/M_s$ and gives $m_x\simeq-bm_z/B_K$, a tilt of about $0.01\ \mathrm{rad}$. A symmetry argument shows that this does not start the wall.

Without DMI or applied fields, rotate the system by half a turn about the $y$ axis through the wall centre. Then $x\to-x$ and $(m_x,m_y,m_z)\to(-m_x,m_y,-m_z)$. An up-to-down Bloch wall becomes itself, and $\mathbf s=\hat{\mathbf y}$ is unchanged. The tilt, with $m_x$ proportional to $-m_z$, also respects the rotation. The equation of motion is unchanged, but a velocity along $x$ would reverse. The velocity must equal its own negative, so it is zero. DMI changes sign under this rotation, which is how it escapes the argument.

\section{How the wall angle responds}

The force depends on $\phi$, and $\phi$ can change under current. We therefore need the equation of motion,
\[
\dot{\mathbf m}=-\gamma\mathbf m\times\mathbf B+\alpha\mathbf m\times\dot{\mathbf m},
\]
where $\mathbf B$ includes $\mathbf B_D$. Using $\mathbf m\times\mathbf e_\theta=\mathbf e_\phi$ and $\mathbf m\times\mathbf e_\phi=-\mathbf e_\theta$, its components are
\begin{align*}
\dot\theta&=\gamma B_\phi-\alpha\sin\theta\,\dot\phi,\\
\sin\theta\,\dot\phi&=-\gamma B_\theta+\alpha\dot\theta .
\end{align*}

For exchange $A$ and anisotropy $K$, the static wall obeys $A\theta'^2=K\sin^2\theta$. Hence $\theta'=Q\sin\theta/\Delta$ with $\Delta=\sqrt{A/K}$, which is $5.48\ \mathrm{nm}$ for $A=15\ \mathrm{pJ/m}$ and $K=0.50\ \mathrm{MJ/m^3}$. Assume that this profile moves rigidly, so $\dot\theta=-Q\sin\theta\,\dot q/\Delta$. Changing variable from $x$ to $\theta$ gives $\int\sin^2\theta\,dx=2\Delta$ and $\int\sin\theta\,dx=\pi\Delta$. Multiply both components by $\sin\theta$, integrate, and divide by $2\Delta$:
\begin{align}
Q\dot q/\Delta&=\alpha\dot\phi-\gamma f,& f&=\frac1{2\Delta}\int B_\phi\sin\theta\,dx,\label{first}\\
\dot\phi+\alpha Q\dot q/\Delta&=\gamma g,& g&=-\frac1{2\Delta}\int B_\theta\sin\theta\,dx.\label{second}
\end{align}

For the damping-like field, $B_\theta=-b\cos\phi$, so $g=(\pi/2)b\cos\phi$, in agreement with (\ref{pressure}). Its $B_\phi=b\,\mathbf s\cdot\mathbf e_\theta=b\cos\theta\sin\phi$ contributes nothing to $f$, since $\int\cos\theta\sin\theta\,dx=0$. A field $B_z$ adds $B_z$ to $g$. Internal fields add nothing to $g$, because the wall energy does not depend on $q$. They enter through $f=-(\partial\sigma/\partial\phi)/(2\Delta M_s)$, where $\sigma$ is the wall energy per area.

Include a shape anisotropy $K_Dm_x^2$, the DMI density $D(m_zm_x'-m_xm_z')=D\theta'\cos\phi$, and an in-plane field. Integration over the profile gives
\[
\sigma=4\sqrt{AK}+2\Delta K_D\cos^2\phi+Q\pi D\cos\phi
-\pi\Delta M_s(B_x\cos\phi+B_y\sin\phi),
\]
and therefore
\[
f=\frac{K_D}{M_s}\sin2\phi+\frac{Q\pi D}{2\Delta M_s}\sin\phi
-\frac\pi2(B_x\sin\phi-B_y\cos\phi).
\]
Substituting (\ref{first}) into (\ref{second}) gives the equation for the angle,
\begin{equation}
(1+\alpha^2)\dot\phi=\gamma(g+\alpha f).
\label{angle}
\end{equation}

At rest without current or field, $\partial\sigma/\partial\phi=0$ gives $\cos\phi=-Q\pi D/(4\Delta K_D)$ if this lies between $-1$ and $1$. The wall is fully Néel once $|D|\ge4\Delta K_D/\pi$. With $K_D=16.08\ \mathrm{kJ/m^3}$ the threshold is $0.112\ \mathrm{mJ/m^2}$. The track has $D=0.50\ \mathrm{mJ/m^2}$, so its walls start as Néel walls.

\section{The moving Néel wall loses its push}

In steady motion $\dot\phi=0$, and (\ref{second}) gives
\begin{equation}
v=\frac{\pi\gamma\Delta}{2\alpha}\,Qb\cos\phi .
\label{speed}
\end{equation}
For $D>0$ the energy prefers $\cos\phi=-Q$, so $Q\cos\phi$ is negative for both wall types. Both move towards $-x$ when $b>0$, and reversing the current reverses both. The simulation gives $-116.05\ \mathrm{m/s}$ for each, on a $2\ \mathrm{nm}$ mesh over its last $0.4\ \mathrm{ns}$; the fully steady speed on a finer mesh is $-116.2\ \mathrm{m/s}$, so the decimals are not converged.

The angle does not stay at its resting value. Neglect $K_D$ for a moment. Equation~(\ref{first}) then gives
\[
v=-v_s\sin\phi,\qquad v_s=\frac{\pi\gamma D}{2M_s},
\]
while (\ref{speed}) can be rewritten as
\[
\cos\phi=Q\,\frac{v}{v_s}\,\frac{b_h}{b},\qquad b_h=\frac{\alpha D}{M_s\Delta}.
\]
Squaring and adding the sine and cosine gives
\begin{equation}
|v|=\frac{v_s}{\sqrt{1+(b_h/b)^2}} .
\label{saturation}
\end{equation}
For $b\ll b_h$ the wall stays nearly Néel and the speed is proportional to current. For $b\gg b_h$ it approaches a Bloch wall and the speed saturates at $v_s$.

With $\alpha=0.10$, $b_h=11.41\ \mathrm{mT}$ and $v_s=172.9\ \mathrm{m/s}$. Equation~(\ref{saturation}) gives $172.9/\sqrt{1+(11.41/12.34)^2}=126.9\ \mathrm{m/s}$. Restoring $K_D$, which favours the Bloch orientation, lowers this to $116.4\ \mathrm{m/s}$, with $\phi=128.5^\circ$ for the up-to-down wall. Only $|\cos\phi|=0.623$ of the full push remains.

The loss grows with current. In the rigid-wall model, from $10$ to $100\ \mathrm{MA/cm^2}$ with all else fixed, $|\cos\phi|$ falls from $0.911$ to $0.253$. The speed rises from $56.8$ to $157.7\ \mathrm{m/s}$, a factor of 2.8 for ten times the current. By (\ref{speed}), this is the growth of $b|\cos\phi|$.

\section{Zero force is not zero torque}

A Bloch wall without DMI can still respond to current. With $D=0$ and no applied field, (\ref{angle}) becomes
\[
(1+\alpha^2)\dot\phi=\gamma\cos\phi\left(\frac\pi2b+\frac{2\alpha K_D}{M_s}\sin\phi\right).
\]
Near $\phi=+90^\circ$ put $\phi=\pi/2+\epsilon$. Then $\cos\phi\simeq-\epsilon$, the bracket is positive for $b>0$, and the deviation decays. Near $\phi=-90^\circ$, where the wall points against $\mathbf s$, $\cos\phi\simeq+\epsilon$. The deviation grows if
\[
b>b_c=\frac{4\alpha K_D}{\pi M_s}=2.56\ \mathrm{mT},
\]
reached at $6.22\ \mathrm{MA/cm^2}$. In the simulation, an initial deviation of $0.200\ \mathrm{rad}$ shrinks to $0.101\ \mathrm{rad}$ in $2.0\ \mathrm{ns}$ at $0.5b_c$ and grows to $0.425\ \mathrm{rad}$ at $1.5b_c$.

Above $b_c$ the wall turns over to $+90^\circ$. It passes through a Néel orientation on the way and is pushed while it does so. Divide (\ref{first}) by $\dot\phi$ and write $\beta=b/b_c$:
\[
\frac{Q}{\Delta}\frac{dq}{d\phi}=\alpha-\frac{1+\alpha^2}{\alpha}\,\frac{\sin\phi}{\beta+\sin\phi}.
\]
Write the last fraction as $1-\beta/(\beta+\sin\phi)$ and use $\int_{-\pi/2}^{\pi/2}d\phi/(\beta+\sin\phi)=\pi/\sqrt{\beta^2-1}$. The total shift is
\[
Q\,\delta q=\pi\Delta\left[\frac{1+\alpha^2}{\alpha}\left(\frac{\beta}{\sqrt{\beta^2-1}}-1\right)+\alpha\right].
\]
For $\beta=4.82$ its size is $5.58\ \mathrm{nm}$, about one $\Delta$. Turning the other way, through $180^\circ$, reverses its sign. Simulations started $0.2\ \mathrm{rad}$ from $-90^\circ$ on either side give $+2.70$ and $-2.70\ \mathrm{nm}$ after $2.0\ \mathrm{ns}$; the rigid-wall model with the same start gives $\pm2.76\ \mathrm{nm}$ at that time and finally settles at $\pm2.60\ \mathrm{nm}$. These are smaller than the full shift because $dq/d\phi$ is largest near $-90^\circ$, and that stretch has been skipped. Since $dq/d\phi$ changes sign just past the Néel orientation, the wall moves out, returns part of the way, and stops with this net shift.

\section{Giving a Bloch wall a Néel part}

If the missing ingredient is $m_x$, supplying it should restore the motion even without DMI. A uniform field $B_x$ exerts no pressure of its own, because $m_x$ is the same in both domains. It does favour $\cos\phi>0$ in both wall types. Equation~(\ref{speed}) then predicts opposite velocities for $Q=+1$ and $Q=-1$. With $B_x=50\ \mathrm{mT}$ and $b$ reduced to $3.09\ \mathrm{mT}$, the simulated velocities are $+33.6$ and $-33.6\ \mathrm{m/s}$; the model gives $\pm33.5\ \mathrm{m/s}$.

The contrast matters for a racetrack. DMI ties the sign of $m_x$ to the wall type, so neighbouring walls move together. A field without DMI gives both types the same $m_x$, so they approach or separate and the domain between them changes length.

\section{What a real track adds}

The parameters are rough typical values for a thin cobalt film on platinum; $D$ and $\theta_{SH}$ vary considerably between stacks. The simulation is one-dimensional and omits long-range dipolar fields, wall tilting across the track, disorder and thermal noise. Disorder can slow the wall noticeably. Represented as an opposing easy-axis field of $5\ \mathrm{mT}$, it lowers the model speed from $116.4$ to $93.5\ \mathrm{m/s}$, or by 20\%. A field-like torque equivalent to $B_y=\pm b/2$ changes it to $113.2$ or $119.7\ \mathrm{m/s}$. The Oersted field of a $4\ \mathrm{nm}$ platinum layer is only $0.75\ \mathrm{mT}$. Steady heating of that layer, with heat leaving straight down through $100\ \mathrm{nm}$ of oxide, is about $10\ \mathrm{K}$.

Two effects qualify the word ``rest'' for a real Bloch wall. First, current within the cobalt exerts ordinary spin-transfer torque. Its adiabatic part has the form of a translation of the profile, whatever $\phi$ is, so it can displace a Bloch wall. If the cobalt carried the full current density with polarization $0.5$, the velocity scale would be $u=10.9\ \mathrm{m/s}$. This torque also tilts the wall slightly away from the Bloch orientation, and the damping-like torque then pushes on the resulting Néel part. With the adiabatic part alone added to the rigid-wall model, the wall near $\phi=90^\circ$ keeps moving at $u/(1+b_c/b)=9.0\ \mathrm{m/s}$; with $b=0$ it would come to rest.

Second, the barrier $2\Delta K_Dtw$ for turning the DMI-free wall through the Néel orientation, with $w$ the track width, is $0.110\ \mathrm{eV}$, only $4.25\,k_BT$ at $300\ \mathrm{K}$. Without current, and with $\phi$ taken as uniform along the wall, the thermal root-mean-square value of $\cos\phi$ is $0.376$; if $\phi$ may vary along the wall, the total push is set by the average of $\cos\phi$ over the wall's length, whose root-mean-square value is about $0.41$. A current switched on would therefore find the wall with a momentary push of that typical fraction of the maximum, equally likely in either direction. Such a wall may jitter, but without spin-transfer torque the mean push is zero.

For a track driven mainly by damping-like torque with transverse spin polarization, a large $\theta_{SH}$ is therefore not enough. The wall also needs a Néel component that survives the current. DMI or a field along the track can supply it; so can a shape anisotropy that favours Néel walls ($K_D<0$), as in a very narrow track, but only for $b<4\alpha|K_D|/(\pi M_s)$. For $|K_D|$ of the size used here that means below about $6\ \mathrm{MA/cm^2}$, so at $30\ \mathrm{MA/cm^2}$ such a wall turns to the Bloch orientation and stops. Since this anisotropy does not choose the sign of $m_x$, it does not fix the direction of motion either. The numerical output lists the parameters and the main simulation results.

\section*{Computed results}
\begin{verbatim}
Ms = 0.80 MA/m, A = 15 pJ/m, K = 0.50 MJ/m3
damping alpha = 0.10, DMI D = 0.50 mJ/m2
wall demagnetizing factor = 0.04, KD = 16.08 kJ/m3
cobalt thickness = 1.0 nm, width = 100 nm
spin Hall angle = 0.10, j = 30 MA/cm2
gamma = 1.7609e+11 rad/(s T)
wall width parameter Delta = 5.48 nm
damping-like field b = 12.34 mT
equivalent Bz on Neel wall = 19.39 mT
phi = 0 deg: pressure 31.02 kPa, force 3.10 pN
phi = 30 deg: pressure 26.86 kPa, force 2.69 pN
phi = 60 deg: pressure 15.51 kPa, force 1.55 pN
phi = 90 deg: pressure 0.00 kPa, force 0.00 pN
Bloch wall, spins along x: pressure -31.02 kPa
DMI for full Neel wall at rest = 0.112 mJ/m2
saturation speed, KD=0: 172.9 m/s
field scale alpha*D/(Ms*Delta) = 11.41 mT
speed formula, KD=0: 126.9 m/s
steady model with KD: v = -116.4 m/s, phi = 128.5 deg
simulated time 2.0 ns, speed over last 0.4 ns
bloch: simulation -0.00, model 0.00 m/s
neel_up_down: simulation -116.05, model -116.37 m/s
neel_down_up: simulation -116.05, model -116.37 m/s
neel_held: simulation -0.01, model 0.00 m/s
field_up_down: simulation 33.62, model 33.52 m/s
field_down_up: simulation -33.62, model -33.52 m/s
simulated Neel up-down centre phi = 129.1 deg
Bx cases: Bx = 50 mT, b = 3.09 mT
Bloch turnover threshold b_c = 2.56 mT, j = 6.22 MA/cm2
b/b_c = 4.82, full turnover shift = 5.58 nm
turn_plus (start 0.2 rad off): simulation 2.70, model 2.76 nm
turn_minus (start 0.2 rad off): simulation -2.70, model -2.76 nm
below: b/b_c = 0.5, offset 0.200 -> 0.101 rad
above: b/b_c = 1.5, offset 0.200 -> 0.425 rad
j = 10 MA/cm2: speed 56.8 m/s, |cos phi| = 0.911
j = 30 MA/cm2: speed 116.4 m/s, |cos phi| = 0.623
j = 60 MA/cm2: speed 145.4 m/s, |cos phi| = 0.389
j = 100 MA/cm2: speed 157.7 m/s, |cos phi| = 0.253
pinning field 5 mT: speed 93.5 m/s
field-like By = +b/2, -b/2: speed 113.2, 119.7 m/s
Pt 4 nm: Oersted field 0.75 mT
resistivity 40 uOhm cm, oxide 100 nm, 1.4 W/(m K)
steady Joule heating = 10.3 K
spin-transfer speed, P = 0.5: 10.9 m/s
domain tilt b/B_K = 0.0099 rad
Bloch-to-Neel barrier, D=0: 0.110 eV = 4.25 kT at 300 K
thermal rms cos(phi), D=0, no current: 0.376
\end{verbatim}
